\section*{Gaussian local polarization and NMR linewidth in the spherical random-bond random-field model, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: the distribution of local polarization}

\subsection*{Result}

A relaxor is described here by $N$ polar clusters, each with a dimensionless three-component variable $\mathbf S_i$. The bonds between clusters are random, with standard deviation $J/\sqrt N$, and so are the local fields, with variance $\Delta$ per component. Let $\mathbf p_i=\langle\mathbf S_i\rangle$ be the thermal average for one fixed realization of the disorder. In zero applied field, for $N\to\infty$ and $\Delta>0$, the values of $\mathbf p_i$ over the clusters follow
\begin{equation}
w(\mathbf p)=\frac{1}{(2\pi q)^{3/2}}\exp\left(-\frac{|\mathbf p|^2}{2q}\right),\qquad
q=\frac{(J^2q+\Delta)(1-q)^2}{\theta^2},
\label{result}
\end{equation}
where $\theta=k_BT$. This holds in the phase without spontaneous polarization. If a nucleus has a frequency shift $a\,p_z$, linear in the local polarization, and the thermal motion about $\mathbf p_i$ is fast, its line is Gaussian with variance $a^2q$ and
\begin{equation}
\text{full width at half maximum}=2\sqrt{2\ln2}\,|a|\sqrt q .
\label{resultwidth}
\end{equation}
In an applied field the variance is no longer $q$, the mean of $p_z^2$; the square of the mean polarization has to be subtracted.

\subsection*{Model and conventions}

The energy is
\begin{equation}
\mathcal H=-\frac12\sum_{i,j}K_{ij}\,\mathbf S_i\cdot\mathbf S_j-\sum_i\mathbf f_i\cdot\mathbf S_i,\qquad
\mathbf f_i=\mathbf h_i+E\hat{\mathbf z},
\label{energy}
\end{equation}
with the single constraint $\sum_i|\mathbf S_i|^2=3N$. The length of one cluster variable can therefore fluctuate. The components of $\mathbf h_i$ are independent Gaussian numbers of mean zero and variance $\Delta$. The quantity $E$ is an energy: the applied field times the dipole moment per unit $S$.

The bond matrix is $K_{ij}=W_{ij}+J_0/N$. The symmetric matrix $W$ has independent Gaussian entries of mean zero, with variance $J^2/N$ off the diagonal and $2J^2/N$ on it. With this choice the probability density of $W$ is proportional to $\exp[-N\,\mathrm{Tr}\,W^2/(4J^2)]$, which is unchanged when $W$ is rotated by an orthogonal matrix. The diagonal entries are of order $N^{-1/2}$ and do not affect the limit.

\subsection*{Clusters without bonds}

Put $K=0$ and $E=0$. The constraint is written as an integral over a complex variable $z$,
\begin{equation}
\delta(X)=\frac{1}{2\theta}\int_{c-i\infty}^{c+i\infty}\frac{dz}{2\pi i}\,e^{zX/(2\theta)},\qquad X=3N-\sum_i|\mathbf S_i|^2 .
\label{delta}
\end{equation}
For given $z$ the Boltzmann weight of one cluster is $\exp[-(z|\mathbf S_i|^2-2\mathbf h_i\cdot\mathbf S_i)/(2\theta)]$. Completing the square,
\begin{equation}
z|\mathbf S_i|^2-2\mathbf h_i\cdot\mathbf S_i=z\left|\mathbf S_i-\frac{\mathbf h_i}{z}\right|^2-\frac{|\mathbf h_i|^2}{z},
\end{equation}
so $\mathbf S_i$ is Gaussian with mean $\mathbf h_i/z$ and variance $\theta/z$ per component. For large $N$ the integral over $z$ is dominated by one real value, at which the constraint holds on average. Dividing the constraint by $3N$ gives
\begin{equation}
\frac{\theta}{z}+\frac{\Delta}{z^2}=1 .
\end{equation}
The local polarization is proportional to a Gaussian field, so it is Gaussian, with variance $q=\Delta/z^2$. The constraint then reads $\theta/z=1-q$, hence $1/z=(1-q)/\theta$ and
\begin{equation}
q=\frac{\Delta(1-q)^2}{\theta^2}.
\label{nobonds}
\end{equation}

Two limits show what this means. For $\theta^2\gg\Delta$, $q\simeq\Delta/\theta^2$: each cluster follows its own field with the Curie response $1/\theta$. For $\theta\to0$, $q\to1$: thermal motion has stopped and all of the fixed total length is frozen polarization.

\subsection*{Fixed bonds}

Now keep an arbitrary symmetric matrix $K$. Collect component $\mu$ of all clusters in a vector $S_\mu$, and likewise $f_\mu$ and $p_\mu$. With $\mathcal R(z)=(z-K)^{-1}$,
\begin{equation}
S_\mu^{T}(z-K)S_\mu-2f_\mu^{T}S_\mu=(S_\mu-\mathcal Rf_\mu)^T(z-K)(S_\mu-\mathcal Rf_\mu)-f_\mu^T\mathcal Rf_\mu .
\end{equation}
The integral over $S_\mu$ converges if $z$ has a real part above the largest eigenvalue of $K$. It gives $(2\pi\theta)^{N/2}\det(z-K)^{-1/2}\exp[f_\mu^T\mathcal Rf_\mu/(2\theta)]$. The product over three components leaves an integral of $e^{\Phi(z)}$ with
\begin{equation}
\Phi(z)=\frac{3Nz}{2\theta}-\frac32\ln\det(z-K)+\frac1{2\theta}\sum_\mu f_\mu^T\mathcal R f_\mu .
\end{equation}
Since $d\mathcal R/dz=-\mathcal R^2$ and $d\ln\det(z-K)/dz=\mathrm{Tr}\,\mathcal R$, the condition $\Phi'(z)=0$, multiplied by $2\theta/(3N)$, is
\begin{equation}
\frac{\theta}{N}\mathrm{Tr}\,\mathcal R+\frac1{3N}\sum_\mu|\mathcal Rf_\mu|^2=1 .
\label{saddle}
\end{equation}
On the real axis above the spectrum the left side falls from infinity to zero, so there is one solution. There $\Phi''>0$ and is of order $N$. Along the vertical contour the integrand is therefore a peak of width $N^{-1/2}$, provided $z$ keeps a finite distance from the spectrum. To leading order
\begin{equation}
p_\mu=\mathcal R f_\mu,\qquad \langle S_{i\mu}S_{i\nu}\rangle-p_{i\mu}p_{i\nu}=\theta\,\mathcal R_{ii}\,\delta_{\mu\nu}.
\label{pfixed}
\end{equation}
The thermal variance is the same for the three components. For $K=0$, $\mathcal R=1/z$ and the previous stage returns.

\subsection*{Random bonds in zero field}

Take $J_0=0$ and $E=0$, so that $K=W$, and write $R=(z-W)^{-1}$. Eliminating all sites except $i$ from the linear equations $(z-W)R=1$ gives
\begin{equation}
R_{ii}=\frac{1}{z-W_{ii}-\sum_{j,k\ne i}W_{ij}R^{(i)}_{jk}W_{ki}},
\label{schur}
\end{equation}
where $R^{(i)}$ is the resolvent with cluster $i$ removed. The entries $W_{ij}$ in this sum are independent of $R^{(i)}$. The sum has mean $(J^2/N)\mathrm{Tr}\,R^{(i)}$ and variance $(2J^4/N^2)\mathrm{Tr}(R^{(i)})^2$, which is of order $1/N$. Removing one cluster changes the trace by an amount of order one. Hence every $R_{ii}$ tends to the same number $G$, with
\begin{equation}
G=\frac1{z-J^2G},\qquad z=\frac1G+J^2G .
\label{G}
\end{equation}
The branch that behaves as $1/z$ at large $z$ has $0<JG<1$. Its end, $JG=1$, is the edge $z=2J$ of the spectrum.

The squared resolvent follows by differentiation. From $dz/dG=-1/G^2+J^2$,
\begin{equation}
(R^2)_{ii}=-\frac{dR_{ii}}{dz}\to-\frac{dG}{dz}=\frac{1}{1/G^2-J^2}=\frac{G^2}{1-J^2G^2}.
\label{R2}
\end{equation}

Now hold the bonds fixed and let the random fields vary. The sum $p_{i\mu}=\sum_jR_{ij}h_{j\mu}$ is linear in Gaussian numbers and is therefore Gaussian, with variance $\Delta(R^2)_{ii}$. The value of $z$ does depend on the fields through \eqref{saddle}, but that equation contains averages over all clusters, whose fluctuations vanish for $N\to\infty$. The variance is also the same for each cluster in the limit, so mixing clusters does not spoil the Gaussian form. Two different clusters have covariance $\Delta(R^2)_{ij}$. Because $\sum_j[(R^2)_{ij}]^2=(R^4)_{ii}$ is finite, this covariance is typically of order $N^{-1/2}$, and the histogram over one large sample approaches the distribution of one cluster. The three components use independent fields, which gives the product form in \eqref{result}.

The variance and the constraint are
\begin{equation}
q=\frac{\Delta G^2}{1-J^2G^2},\qquad \theta G+q=1 .
\label{qG}
\end{equation}
Multiplying the first by its denominator gives $q-J^2G^2q=\Delta G^2$, or $q=(J^2q+\Delta)G^2$. Inserting $G=(1-q)/\theta$ gives \eqref{result}. The factor $J^2q+\Delta$ is the variance of the static field that would act on a cluster if the others did not respond to it: $\Delta$ from its random field and $J^2q$ from the frozen polarization that the others have without it. The factor $G$ is the local response.

As $G$ runs from $0$ to $1/J$, the left side of $\theta G+\Delta G^2/(1-J^2G^2)=1$ rises from zero to infinity. There is one solution, with $JG<1$, and the distance from the spectrum,
\begin{equation}
z-2J=\frac{(1-JG)^2}{G},
\end{equation}
is positive. For $\theta\le J$ this requires $\Delta>0$; for $\theta>J$ it also holds without random fields, where $G=1/\theta$.

\paragraph{Limits.} For $J=0$, \eqref{nobonds} returns. For $\theta>J$ and weak random fields, $(1-q)^2\simeq1$ and
\begin{equation}
q\simeq\frac{\Delta}{\theta^2-J^2},
\label{highT}
\end{equation}
so the bonds amplify the polarization made by the random fields. This form needs $2(J^2q+\Delta)\ll\theta^2-J^2$, which is stricter than $q\ll1$; for the example at 300 K below it gives 0.060, against the exact 0.048. At $\theta=J$, expanding \eqref{result} for small $q$ and $\Delta/J^2$ gives $q\simeq q+\Delta/J^2-2q^2$, hence $q\simeq\sqrt{\Delta/(2J^2)}$. For $\theta<J$ and $\Delta\to0$ after $N\to\infty$, a nonzero $q$ requires $J(1-q)=\theta$, so $q=1-\theta/J$. This is the glass limit. A finite $\Delta$ replaces its sharp onset by a smooth rise.

\subsection*{Mean bond and applied field}

Restore $J_0$ and $E$. The mean bond acts on each cluster through the average polarization $P=N^{-1}\sum_ip_{iz}$. With $u$ the vector whose entries are all one,
\begin{equation}
(z-W)p_z=h_z+Hu,\qquad H=E+J_0P,\qquad p_z=Rh_z+H\,Ru .
\label{field}
\end{equation}
The averages of $p_x$ and $p_y$ vanish in the limit. The mean bond changes the trace of the resolvent by an amount of order one, which is negligible in \eqref{saddle} if $J_0G<1$.

Let $e=u/\sqrt N$. The law of $W$ is invariant under rotations, so its eigenvectors have no preferred direction, and
\begin{equation}
e^TRe\to G,\qquad e^TR^2e\to\frac{G^2}{1-J^2G^2}.
\end{equation}
Averaging \eqref{field} over clusters gives $P=GH=G(E+J_0P)$, or
\begin{equation}
P=\frac{GE}{1-J_0G}.
\label{P}
\end{equation}
The vector $Re$ is not parallel to $e$. Its perpendicular part $t$ has squared length
\begin{equation}
|t|^2=e^TR^2e-(e^TRe)^2\to\frac{G^2}{1-J^2G^2}-G^2=\frac{J^2G^4}{1-J^2G^2}.
\end{equation}
Rotations that leave $e$ fixed leave the law of $W$ unchanged, so $t$ has a uniformly distributed direction perpendicular to $e$. A uniformly distributed direction can be made by dividing a vector of independent Gaussian numbers by its length. That length has vanishing relative fluctuation for large $N$, so each component $\sqrt N\,t_i$ is Gaussian with variance $|t|^2$. At fixed bonds the random-field part $(Rh_z)_i$ is Gaussian with a variance that tends to a constant. It is therefore independent of $t_i$ in the limit, and the variances add. With $P=GH$,
\begin{align}
v_x=v_y&=\frac{\Delta G^2}{1-J^2G^2},\label{vx}\\
v_z&=\frac{\Delta G^2+J^2G^2P^2}{1-J^2G^2}.\label{vz}
\end{align}
The distribution of $p_z$ is Gaussian about $P$ with variance $v_z=q_z-P^2$, where $q_z$ is the mean of $p_z^2$. The constraint becomes
\begin{equation}
\theta G+\frac{2v_x+v_z+P^2}{3}=\theta G+\frac{G^2}{1-J^2G^2}\left(\Delta+\frac{H^2}{3}\right)=1 .
\label{constraintE}
\end{equation}

For $J=0$ the field shifts the distribution without an added spread, because all clusters respond alike. For $E=0$ and $P=0$, \eqref{qG} returns. A polarization without a field would need $J_0G=1$ and $H\ne0$. Equation \eqref{constraintE} then demands $\Delta G^2<1-J^2G^2$, that is $G<1/\sqrt{J^2+\Delta}$, and so $J_0>\sqrt{J^2+\Delta}$. For smaller $J_0$ the model has no spontaneous polarization at any temperature.

\section*{Second half: from the distribution to the NMR line}

\subsection*{Symbols and results carried over}

The thermal average $\mathbf p_i$ of cluster $i$ has Gaussian components. In zero field each has mean zero and variance $q$, with
\begin{equation}
q=\frac{(J^2q+\Delta)(1-q)^2}{\theta^2},\qquad G=\frac{1-q}{\theta},\qquad \theta=k_BT .
\label{recap}
\end{equation}
Here $J$ measures the spread of the bonds, $J_0$ their mean, and $\Delta$ is the random-field variance. The thermal variance of $S_z$ about $p_z$ is $\theta G=1-q$ in zero field. In a field of energy $E$ along $z$, the mean is $P=GE/(1-J_0G)$ and the variances are $v_x$ and $v_z$ of \eqref{vx} and \eqref{vz}, with $G$ from \eqref{constraintE}.

For infinite-range random bonds and Gaussian random fields, the local polarization has been shown to be Gaussian, with variance $q$ per component in zero field and with mean $P$ and variances $v_x$, $v_z$ in an applied field. It remains to derive the NMR line from this distribution, to find how fast the clusters must move for its width to measure $q$, and to examine a numerical example and the neglected effects.
